# Curvature coefficients of ion-induced mass redistribution from crater functions

## Result and conventions

A uniform ion beam strikes a solid surface \(z=h(x,y,t)\). Its flux \(J\) is the number of ions per unit time through unit area normal to the beam. The ions travel along

\[
\mathbf e=(\sin\theta,\,0,\,-\cos\theta), \tag{1}
\]

so \(\theta\) is the angle of incidence on the flat surface and \(+x\) points downbeam. Each impact rearranges solid without removing or adding volume. Let \(M(\theta)\) be the first moment of the mean height change that one impact makes on a flat surface, in units of volume times length, counted positive downbeam. For small slopes, and for wavelengths long compared with a crater,

\[
\frac{\partial h}{\partial t}=S_X\frac{\partial^2h}{\partial x^2}+S_Y\frac{\partial^2h}{\partial y^2}+\text{(higher derivatives)}, \tag{2}
\]

\[
S_X=\frac{d}{d\theta}\bigl[J\cos\theta\,M(\theta)\bigr],\qquad
S_Y=J\cos\theta\cot\theta\,M(\theta). \tag{3}
\]

Only \(S_X\) is an angular derivative, and the derivative acts on the product of projected flux and moment. The coefficient \(S_Y\) contains the moment itself. A ripple \(h=A\cos kx\) obeys \(\dot A=-S_Xk^2A\), so a positive coefficient smooths and a negative one roughens.

The derivation assumes that no part of the surface shadows another, that a crater depends on the surface shape near its impact point, and that craters are shallow. The equations are of first order in slope and in crater depth.

## From craters to a surface equation

Write \(\mathbf r=(x,y)\). An impact at \(\mathbf r'\) changes the height at \(\mathbf r'+\boldsymbol\rho\) by \(\Delta h(\boldsymbol\rho;\mathbf r')\), where the second argument stands for the surface shape at the impact point. Let \(J_h\) be the number of ions arriving per unit time and unit horizontal area. For any smooth test function \(f(\mathbf r)\) that vanishes far away,

\[
\int f\,\frac{\partial h}{\partial t}\,d^2r=\int d^2r'\,J_h(\mathbf r')\int d^2\rho\;\Delta h(\boldsymbol\rho;\mathbf r')\,f(\mathbf r'+\boldsymbol\rho). \tag{4}
\]

If \(f\) varies slowly over a crater, it may be expanded about \(\mathbf r'\). With the moments

\[
M_0=\int\Delta h\,d^2\rho,\quad
\mathbf M=\int\boldsymbol\rho\,\Delta h\,d^2\rho,\quad
\mathsf M_2=\int\boldsymbol\rho\boldsymbol\rho\,\Delta h\,d^2\rho, \tag{5}
\]

the right side of (4) becomes \(\int J_h\,[M_0f+\mathbf M\cdot\nabla f+\tfrac12\mathsf M_2:\nabla\nabla f+\dots]\,d^2r'\). Integration by parts moves each derivative from \(f\) to its coefficient, with one change of sign per derivative. Since \(f\) is arbitrary,

\[
\frac{\partial h}{\partial t}=J_hM_0-\nabla\cdot(J_h\mathbf M)+\tfrac12\nabla\nabla:(J_h\mathsf M_2)-\dots \tag{6}
\]

For pure redistribution \(M_0=0\), whatever the slope and curvature at the impact point. The leading term is then the divergence of a volume current \(J_h\mathbf M\).

Now count derivatives of \(h\). A dependence of \(\mathbf M\) on slope produces second derivatives in (6). A dependence of \(\mathbf M\) on curvature produces third derivatives, because the divergence adds one to the two already present. A dependence of \(\mathsf M_2\) on slope also produces third derivatives. Neither can alter \(S_X\) or \(S_Y\), so craters on flat surfaces suffice. This conclusion rests on \(M_0=0\): a curvature-dependent \(M_0\) would contribute second derivatives directly.

## Local geometry and linearization

The upward vector area of a surface element above \(dx\,dy\) is \((-h_x,-h_y,1)\,dx\,dy\), where subscripts on \(h\) denote derivatives. The arriving ions per horizontal area are therefore

\[
J_h=-J\,\mathbf e\cdot(-h_x,-h_y,1)=J(\cos\theta+h_x\sin\theta). \tag{7}
\]

To first order in slope the vector \(\mathbf n=(-h_x,-h_y,1)\) is the unit normal. The local incidence angle satisfies \(\cos\theta_{\rm loc}=-\mathbf e\cdot\mathbf n\), and comparison with \(\cos(\theta-h_x)=\cos\theta+h_x\sin\theta\) gives

\[
\theta_{\rm loc}=\theta-h_x,\qquad J_h=J\cos(\theta-h_x). \tag{8}
\]

A surface rising downbeam faces the beam more squarely, which accounts for the minus sign.

The moment points along the tangential part of the beam direction,

\[
\mathbf e+\cos\theta_{\rm loc}\,\mathbf n=
(\sin\theta-h_x\cos\theta,\;-h_y\cos\theta,\;h_x\sin\theta). \tag{9}
\]

Its length is \(\sin\theta_{\rm loc}=\sin\theta-h_x\cos\theta\). Division by this length leaves the horizontal components \((1,-h_y\cot\theta)\) to first order, provided \(|h_x|\) and \(|h_y|\) are small compared with \(\tan\theta\). Hence

\[
\mathbf M=M(\theta-h_x)\,(1,\,-h_y\cot\theta). \tag{10}
\]

Put (8) and (10) into (6), and abbreviate \(G(\theta)=J\cos\theta\,M(\theta)\). The \(x\) part is

\[
-\partial_xG(\theta-h_x)=-\partial_x\bigl[G(\theta)-G'(\theta)h_x\bigr]=G'(\theta)\,h_{xx}. \tag{11}
\]

In the \(y\) part the factor \(h_y\) is already of first order, so the rest is evaluated on the flat surface:

\[
-\partial_y\bigl[-G(\theta)\cot\theta\,h_y\bigr]=G(\theta)\cot\theta\,h_{yy}. \tag{12}
\]

These are the coefficients (3).

The two directions have different physics. A slope along \(y\) turns the tangential beam direction towards the downhill side, so a downbeam moment always gives \(S_Y>0\) for \(0<\theta<90^\circ\). A slope along \(x\) changes the magnitude of the current through the local angle. Where \(J\cos\theta M\) rises with angle, the side facing the beam carries less current than the side facing away, and material leaves the crests. Where it falls with angle, material collects there.

## Limits

At normal incidence the division by \(\sin\theta_{\rm loc}\) must be avoided. For small local angles \(M(\theta_{\rm loc})\simeq M'(0)\sin\theta_{\rm loc}\), so the vector moment is \(M'(0)\) times the vector (9). At \(\theta=0\) its horizontal part is \((-h_x,-h_y)\), and (6) gives

\[
\frac{\partial h}{\partial t}=J M'(0)\,\nabla^2h,\qquad S_X=S_Y=JM'(0). \tag{13}
\]

This agrees with the limit of (3), since \(M(0)=0\) by symmetry.

If \(M\) and its derivative stay finite up to \(90^\circ\), equation (3) gives \(S_X\to-JM(90^\circ)\) and \(S_Y\to0\) at grazing incidence. Integration of \(S_X\) over angle gives

\[
\int_0^{\pi/2}S_X\,d\theta=\bigl[J\cos\theta\,M\bigr]_0^{\pi/2}=0. \tag{14}
\]

A redistributive \(S_X\) that is not zero throughout must therefore change sign somewhere. The grazing limit is formal, however, because even shallow relief then casts shadows.

## A crater that can be solved

Suppose that an ion sets atoms in motion within a Gaussian cascade. The cascade is centred at distance \(a\) along the beam from the impact point, with standard deviations \(\sigma_p\) along the beam and \(\sigma_t\) in each direction across it. In an unbounded solid the moved atoms would occupy volume \(V\). Each moves a distance \(d\) along \(\mathbf e\), and the displaced volume then relaxes along the surface normal at the impact point, so that density is restored. Atoms can move only where there is solid.

On a flat surface the depth of a cascade point has mean \(a\cos\theta\) and variance

\[
\sigma_n^2=\sigma_p^2\cos^2\theta+\sigma_t^2\sin^2\theta. \tag{15}
\]

The fraction of the cascade inside the solid is the probability of positive depth,

\[
F(\theta)=\Phi(u),\qquad u=\frac{a\cos\theta}{\sigma_n}, \tag{16}
\]

where \(\Phi\) is the cumulative standard normal distribution. Relaxation along the normal leaves the horizontal displacement \(d\sin\theta\). Volume \(VF\) is thus taken from one set of surface positions and added a distance \(d\sin\theta\) downbeam:

\[
M(\theta)=Vd\,\sin\theta\,F(\theta). \tag{17}
\]

For the derivative of \(F\), equation (15) gives \(\sigma_n\sigma_n'=(\sigma_t^2-\sigma_p^2)\sin\theta\cos\theta\). Then

\[
u'=-\frac{a\sin\theta}{\sigma_n}-\frac{a\cos\theta\,\sigma_n'}{\sigma_n^2}
=-\frac{a\sin\theta}{\sigma_n^3}\bigl[\sigma_n^2+(\sigma_t^2-\sigma_p^2)\cos^2\theta\bigr]. \tag{18}
\]

The bracket equals \(\sigma_t^2\), by (15). With the normal density \(\varphi=\Phi'\),

\[
F'=-\varphi(u)\,\frac{a\,\sigma_t^2\sin\theta}{\sigma_n^3}. \tag{19}
\]

Since \(\cos\theta\sin\theta=\tfrac12\sin2\theta\), equations (3) and (17) yield

\[
S_X=JVd\bigl[\cos2\theta\,F+\tfrac12\sin2\theta\,F'\bigr],\qquad
S_Y=JVd\cos^2\theta\,F. \tag{20}
\]

For a deeply buried cascade \(F=1\), and \(S_X\) changes sign at \(45^\circ\). For a shallow one \(F'<0\), so \(S_X\) is already negative at \(45^\circ\). It is positive at normal incidence and therefore vanishes at a smaller angle. The shift arises because the fraction of the cascade lost through the surface grows with angle.

## Smoothing and the selected ripple

A short-wave cutoff is needed to select a wavelength. Take the irradiated layer to be a viscous film of thickness \(D\), viscosity \(\eta\) and surface tension \(\gamma\) on a rigid base. For wavelengths long compared with \(D\), the pressure is uniform across the film, \(p=-\gamma\nabla^2h\), and the horizontal velocity obeys \(\eta\,\partial_z^2\mathbf v=\nabla p\). With \(\mathbf v=0\) at the base \(z=0\) and no shear at \(z=D\),

\[
\mathbf v=\frac{\nabla p}{\eta}\Bigl(\frac{z^2}{2}-Dz\Bigr),\qquad
\int_0^D\mathbf v\,dz=-\frac{D^3}{3\eta}\nabla p=\frac{\gamma D^3}{3\eta}\nabla\nabla^2h. \tag{21}
\]

Minus the divergence of this current adds \(-B\nabla^4h\) to (2), with \(B=\gamma D^3/(3\eta)\). A ripple with wavevector \((k_x,k_y)\) then grows at the rate

\[
R=-S_Xk_x^2-S_Yk_y^2-B(k_x^2+k_y^2)^2. \tag{22}
\]

If \(S_X<0<S_Y\), any \(k_y\) lowers \(R\), so the fastest ripple has its wavevector along \(x\). Setting the derivative with respect to \(k_x^2\) to zero gives

\[
k_*^2=\frac{|S_X|}{2B},\qquad R_*=\frac{S_X^2}{4B}. \tag{23}
\]

## Worked example: germanium at 65°

Take \(J=10^{14}\) ions/(cm² s), which is 1 ion/(nm² s). The other parameters are rough choices in the regime of argon ions of about 1 keV on germanium: \(a=1.5\) nm, \(\sigma_p=1.0\) nm, \(\sigma_t=0.8\) nm, 50 moved atoms of 0.023 nm³ each, and \(d=0.2\) nm. Then \(V=1.15\) nm³ and \(Vd=0.23\) nm⁴.

At \(65^\circ\) the inside fraction is \(F=0.775\), and (17) gives

\[
M=0.23\times0.906\times0.775=0.162\ \text{nm}^4. \tag{24}
\]

Equation (19) gives \(F'\simeq-0.44\), so that

\[
\begin{aligned}
S_X&=0.23\,[-0.643\times0.775-0.383\times0.44]=-0.153\ \text{nm}^2/\text{s},\\
S_Y&=0.23\times0.179\times0.775=0.032\ \text{nm}^2/\text{s}.
\end{aligned} \tag{25}
\]

In this model the surface roughens along the beam and smooths across it. The sign change of \(S_X\) lies at \(42.4^\circ\), below the \(45^\circ\) of a buried cascade.

The coefficients can be tested without using (3). On a surface \(h=A\cos kx\), move every atom of every cascade, with the cascade cut off by the curved surface itself, and choose \(f=\cos kx\) in (4). Averaging over impact points gives

\[
\dot A=2\Bigl\langle J_h\sum_iv_i\,[\cos kx_i^{\rm f}-\cos kx_i^{\rm i}]\Bigr\rangle, \tag{26}
\]

where \(v_i\) is an atomic volume and the superscripts mark final and initial surface positions. Then \(S_X=-\dot A/(k^2A)\) as \(k\to0\); a ripple along \(y\) gives \(S_Y\). The results, in nm²/s, are:

| Angle | \(S_X\): (20) / ripple | \(S_Y\): (20) / ripple |
|---|---|---|
| 0° | 0.2146 / 0.2146 | 0.2146 / 0.2146 |
| 30° | 0.0963 / 0.0963 | 0.1576 / 0.1576 |
| 65° | −0.1535 / −0.1535 | 0.0318 / 0.0318 |

Third derivatives of \(h\) shift a ripple sideways without changing its amplitude. The first correction to the decay rate therefore comes from fourth derivatives, and the measured \(S_X\) should deviate from (3) by an amount proportional to \(k^2\). At \(65^\circ\), halving \(k\) from 0.05 to 0.025 nm⁻¹ reduces the deviation by a factor of 3.998, close to the expected 4. The curvature of the surface does alter individual craters, but not the coefficient of \(h_{xx}\).

For the film take \(\gamma=1\) J/m², \(D=3\) nm and \(\eta=2\times10^9\) Pa s. Then \(B=4.5\) nm⁴/s, and (23) gives

\[
k_*=\sqrt{\frac{0.1535}{2\times4.5}}=0.131\ \text{nm}^{-1},\qquad
\frac{2\pi}{k_*}=48\ \text{nm}. \tag{27}
\]

The growth rate is \(0.153^2/(4\times4.5)=0.0013\) s⁻¹. The amplitude grows by a factor \(e\) in about 760 s, a fluence of about \(7.6\times10^{16}\) ions/cm².

## What erosion changes

Sputtering removes volume, so \(M_0\neq0\). To first order \(M_0\) depends on the local angle and on the curvatures \(h_{xx}\) and \(h_{yy}\); mirror symmetry in \(y\) excludes \(h_{xy}\). The first term of (6) then adds second derivatives, and

\[
\begin{aligned}
S_X^{\rm er}&=\frac{d}{d\theta}[J\cos\theta M_{\rm er}]+J\cos\theta\frac{\partial M_0}{\partial h_{xx}},\\
S_Y^{\rm er}&=J\cos\theta\cot\theta M_{\rm er}+J\cos\theta\frac{\partial M_0}{\partial h_{yy}}.
\end{aligned} \tag{28}
\]

Here \(M_{\rm er}\) is the first moment of the erosive crater. A retained ion that adds the same volume at every impact has constant \(M_0\), and contributes no curvature term of this kind.

To estimate erosion, let the height loss be \(\Lambda\) times the cascade density \(\rho\) at the surface. The constant \(\Lambda\) is fixed by a chosen yield of 1 atom per ion at normal incidence. The \(y\) terms can be found in closed form. Let \(g(z)\) be the integral of \(\rho\) over the horizontal plane at height \(z\), and \(g=g(0)\). It is a Gaussian in \(z\) with mean \(-a\cos\theta\) and variance \(\sigma_n^2\). The covariance of \(x\) and \(z\) in the cascade is \((\sigma_t^2-\sigma_p^2)\sin\theta\cos\theta\), so the mean of \(x\) at \(z=0\) is

\[
\bar x=a\sin\theta+\frac{(\sigma_t^2-\sigma_p^2)\sin\theta\cos\theta}{\sigma_n^2}\,a\cos\theta
=\frac{a\,\sigma_t^2\sin\theta}{\sigma_n^2}, \tag{29}
\]

by the same combination as in (18). Hence \(M_{\rm er}=-\Lambda g\bar x\). On the curved surface \(z=\tfrac12h_{yy}y^2\),

\[
\frac{\partial M_0}{\partial h_{yy}}=-\Lambda\int\frac{y^2}{2}\,\partial_z\rho\,dx\,dy
=-\frac{\Lambda\sigma_t^2}{2}\,g'(0)=\frac{\Lambda g\,a\,\sigma_t^2\cos\theta}{2\sigma_n^2}. \tag{30}
\]

In (28) the moment part is \(-J\Lambda g\,a\sigma_t^2\cos^2\theta/\sigma_n^2\), and the curvature part is half as large with opposite sign. Omitting the curvature part would double the erosive \(S_Y\). At \(65^\circ\) the two parts are −0.0155 and +0.0077 nm²/s.

Along \(x\) the moment part is only −0.0007 nm²/s, while the curvature part is +0.0359 nm²/s. Their sum, 0.0352 nm²/s, agrees with erosion summed directly over a ripple. At this angle a formula with first moments alone would miss nearly all of it, because the moment part passes through zero at \(65.1^\circ\). At \(30^\circ\) the two parts are −0.0325 and +0.0201 nm²/s, and near grazing incidence the moment part dominates. Equation (3) therefore needs an \(M_0\) that does not depend on curvature, which \(M_0=0\) guarantees.

Erosion weakens the instability at \(65^\circ\) by 23% of the redistributive \(|S_X|\). Yet it lowers the critical angle from \(42.4^\circ\) to \(41.1^\circ\). At \(41.1^\circ\) redistribution still smooths, so the erosive part must be negative there. It changes sign between that angle and \(65^\circ\).

## Finite depth, finite wavelength and the real material

A crater of finite depth has another first moment, along the normal. Let its height in local coordinates be \(w\), and tilt the surface by \(\alpha\) along \(x\). A volume element at tangential position \(s\) and normal height \(q\) has horizontal position \(s\cos\alpha-q\sin\alpha\). Integration over \(q\) from 0 to \(w\), then over the surface, gives the horizontal moment

\[
M\cos\alpha-N\sin\alpha,\qquad N=\tfrac12\int w^2\,d^2s. \tag{31}
\]

For small slopes the extra current is \(-J\cos\theta\,N\nabla h\), which adds \(J\cos\theta N\) to both coefficients. The mean crater of the example has \(N=0.00073\) nm⁴ and adds 0.0003 nm²/s, about 1% of \(S_Y\). Individual craters are rougher than their average. Since the mean of a square is at least the square of the mean, this value is a lower bound on the average \(N\), not an estimate of its size for single impacts. The gap can be large. If each moved atom leaves a Gaussian bump of standard deviation 0.11 nm, about atomic size, single impacts give \(N\approx0.06\) nm⁴ and add about 80% of \(S_Y\). With a width of 0.3 nm the addition is about 3%. The shallow-crater assumption thus depends on how far each crater is smoothed.

The long-wave approximation can be tested directly. At \(k_*\) the ripple sum gives \(S_X=-0.152\) nm²/s, a change of 1.2%. But \(k_*D=0.39\), and a solution of the Stokes equations for the film gives only 0.78 of the decay rate \(Bk_*^4\). With both finite-wavelength effects included and erosion left out, the fastest wavelength falls from 48 to 37 nm, and the growth time from 764 to 561 s. The film correction is the larger of the two at \(k_*\): weaker smoothing at large \(k\) favours shorter ripples. The finite-wavelength values also depend on the relaxation rule. If each atom relaxed along the normal at its own surface position, instead of the normal at the impact point, this wavelength and growth time would change by several per cent, while the long-wave coefficients (3) would stay the same.

These wavelengths are no quantitative prediction for germanium, because \(Vd\) and \(\eta\) were chosen rather than determined. The instability and the critical angle also belong to the model: experiments on clean germanium below 2 keV report smoothing at all angles under argon, and ripples under krypton or xenon only from about 60 to 65°. In the long-wave formula the wavelength varies as \(\eta^{-1/2}\), so a tenfold error in viscosity changes it by a factor of about 3.2. Real targets also sputter, which breaks the assumption of conserved volume. With the erosion estimate above, the long-wave wavelength rises from 48 to 55 nm. The chosen yield of 1 is low: an empirical formula gives about 1.65 for 1 keV argon on germanium, which weakens the instability by 38% and gives 61 nm. Even with a yield of 1, about 20 nm is eroded in one growth time, several film thicknesses, so the base of the film must be understood as moving with the surface. Ion-induced stress, changes of composition and thermal surface diffusion are left out, and their effect on the wavelength has not been estimated here. The numerical output below gives the remaining digits.

## Numbers as computed

```
ion flux: 1.0e+14 ions/(cm2 s) = 1.000 ions/(nm2 s)
cascade depth a: 1.50 nm
cascade widths along, across beam: 1.00, 0.80 nm
volume per atom: 0.0230 nm3
moved atoms in unbounded solid: 50
displacement d: 0.20 nm
moved volume V: 1.1500 nm3
V d: 0.2300 nm4
incidence angle: 65.0 deg
inside fraction F: 0.7750
first moment M, formula: 0.16155 nm4
first moment M, quadrature: 0.16155 nm4
S_X at 0 deg, formula / ripple: 0.21463 / 0.21463 nm2/s
S_Y at 0 deg, formula / ripple: 0.21463 / 0.21463 nm2/s
S_X at 30 deg, formula / ripple: 0.09634 / 0.09634 nm2/s
S_Y at 30 deg, formula / ripple: 0.15756 / 0.15756 nm2/s
S_X at 65 deg, formula / ripple: -0.15347 / -0.15347 nm2/s
S_Y at 65 deg, formula / ripple: 0.03184 / 0.03184 nm2/s
error ratio on halving k: 3.998
critical angle, redistribution only: 42.39 deg
critical angle with erosion: 41.09 deg
sputter yield at normal incidence: 1.00 atoms/ion
erosion S_X, first-moment part: -0.00070 nm2/s
erosion S_X, curvature part: 0.03588 nm2/s
erosion S_X, ripple: 0.03518 nm2/s
erosion S_Y, first-moment part: -0.01545 nm2/s
erosion S_Y, curvature part: 0.00773 nm2/s
erosion S_Y, ripple: -0.00773 nm2/s
mean-crater depth moment N: 0.000728 nm4
its addition J cos(theta) N: 0.000308 nm2/s
surface tension: 1.00 J/m2
film thickness: 3.00 nm
film viscosity: 2.0e+09 Pa s
B: 4.5000 nm4/s
fastest wavenumber: 0.1306 1/nm
ripple wavelength: 48.12 nm
growth rate: 0.001308 1/s
growth time: 764.3 s
wavenumber times film thickness: 0.392
finite-k S_X at that wavenumber: -0.15165 nm2/s
film decay / (B k^4) there: 0.7842
wavelength, full finite-k model: 37.40 nm
growth time, full finite-k model: 561.1 s
long-wave wavelength with erosion: 54.81 nm
```
